Edge exponent 1/m of an advancing front with concentration-dependent diffusivity

A dopant whose diffusivity rises as a power of its own concentration enters undoped material behind a definite edge, and just behind that edge its concentration grows as the distance to the power 1/m. Let the diffusivity be

D(C) = D₀ (C/C₀)^m, m > 0,

where C is the dopant concentration and D₀ is the diffusivity at the reference concentration C₀. Let the edge lie at x_f(t) and advance into empty material with speed v = dx_f/dt > 0. At a small distance s = x_f − x behind it,

C = C₀ (m v s/D₀)^(1/m) [1 + O(s)].

The exponent depends on m alone. The surface concentration and the earlier course of the anneal enter the leading term through one number, the present speed v.

The derivation rests on counting atoms in a frame that moves with the edge. The diffusion equation is

∂C/∂t = −∂J/∂x, J = −D ∂C/∂x.

Since s decreases as x increases, ∂/∂x = −∂/∂s at fixed time, and the flux toward the edge is J = D ∂C/∂s. Consider the dopant between the edge and a plane that stays at a fixed distance s behind it. Its amount per unit area is

M(s,t) = ∫₀^s C(s′,t) ds′.

Atoms cross a plane at rest at the rate J. The plane moves forward with speed v and leaves behind vC atoms per unit area and time. No atoms pass through the edge, where C = 0. Therefore

J − vC = ∂M/∂t = ∫₀^s (∂C/∂t)_s′ ds′,

where the time derivative is taken at a fixed distance behind the edge.

Two properties of the profile are now needed. The concentration rises with distance behind the edge, and the profile seen from the edge changes smoothly, so that |∂C/∂t| ≤ K C at fixed s, with a finite K near the edge. Then

|J − vC| ≤ K ∫₀^s C(s′) ds′ ≤ K s C(s),

because no value of C in the interval exceeds C(s). Division by C(s) gives

|J/C − v| ≤ K s.

The ratio J/C is the mean drift velocity of the dopant. At the edge it equals the speed of the edge itself, as it must if the front neither outruns its atoms nor is overrun by them.

For the power-law diffusivity this velocity is a derivative:

J/C = (D₀/C₀^m) C^(m−1) ∂C/∂s = ∂/∂s [D₀ C^m/(m C₀^m)].

Integrating from the edge, where the bracket vanishes because m > 0, gives

D₀ C^m/(m C₀^m) = v s + R, |R| ≤ K s²/2.

Hence

C^m = (m v C₀^m/D₀) s (1 + ε), |ε| ≤ K s/(2v).

Taking the power 1/m proves the result. The bound on ε also shows where the argument fails: as v tends to zero at fixed K, the range of s in which the bound guarantees a small correction shrinks to nothing.

The need for a positive m can be seen from the same balance. To leading order D dC/ds = vC, so the distance over which the concentration rises from zero is

s = (1/v) ∫₀^C D(C′) dC′/C′.

For D ∝ C^m the integral converges at its lower limit and the edge lies at a finite distance. If D tends to a nonzero constant at low concentration, the integral diverges logarithmically, and the sharp edge is replaced by an exponential tail. A uniform background concentration C_b has a similar effect. The balance becomes D dC/ds = v(C − C_b), and the excess decays over the length D(C_b)/v.

The shape of the edge follows from 1/m. For m > 1 the concentration gradient diverges at the edge, for m = 1 it is finite, and for m < 1 it vanishes. The flux vanishes in all three cases, since J ≈ vC: where the gradient diverges, the diffusivity falls fast enough to compensate.

A numerical solution with D = C^m in dimensionless units tests these statements without assuming a self-similar profile. The surface value grows as 1 + t/2, and the profile is examined when the edge reaches x = 1. The measured exponents are 2.029, 1.000 and 0.498 for m = 1/2, 1 and 2, against 2, 1 and 1/2. The slope of C^m behind the edge, divided by the predicted m v, is 1.000, 0.999 and 0.998.

The word "advancing" matters. With D = C^m in the same units, try a profile whose edge stays at rest:

C^m = k s²/τ, τ = T − t,

where T is a constant time and t < T. Because C ∝ τ^(−1/m) s^(2/m), its derivatives are

∂C/∂t = C/(mτ), ∂C/∂s = 2C/(m s).

The diffusion term is therefore

∂/∂s (C^m ∂C/∂s) = ∂/∂s [2k s C/(mτ)] = (2k/(mτ)) (1 + 2/m) C.

It equals ∂C/∂t if 2k(1 + 2/m) = 1, that is, if k = m/[2(m + 2)]. This is a solution with exponent 2/m. Its drift velocity, s/[(m + 2)τ], vanishes at the edge, in agreement with v = 0. A profile that starts out this flat needs time to steepen before its edge can move, and the exponent 1/m does not apply while it waits.

A constant surface concentration C_s, held from t = 0 on initially empty material, gives a case in which the next term can be found as well. Write D_s = D(C_s) and

C = C_s f(η), η = x/√(D_s t).

Then ∂C/∂t = −C_s η f′/(2t), while the diffusion term is C_s (f^m f′)′/t. The equation becomes

(f^m f′)′ + (η/2) f′ = 0, f(0) = 1, f(η_f) = 0.

The edge is at x_f = η_f √(D_s t), so its speed is

v = x_f/(2t) = (η_f/2) √(D_s/t).

Integration from η to η_f, with zero flux at the edge, gives

−f^m f′ = ½ ∫₀^f η(g) dg,

where η(g) is the position at which the scaled concentration is g. Divided by f, the right side is half the mean position of the concentration levels between 0 and f. It lies between η/2 and η_f/2 and tends to η_f/2 at the edge. The edge condition J/C → v thus follows here from the equation itself, without the bound K.

Let σ = η_f − η. The last equation then reads

d(f^m/m)/dσ = ½ (η_f − ⟨σ⟩), ⟨σ⟩ = (1/f) ∫₀^f σ(g) dg.

To leading order σ(g) is proportional to g^m, so ⟨σ⟩ = σ/(m + 1). Inserting this and integrating once gives

f^m = (m η_f σ/2) [1 − σ/(2(m + 1)η_f) + …].

For m = 2 the correction stays small well beyond the immediate neighbourhood of the edge: it lowers f² by the fraction σ/(6η_f) of its leading value, and so lowers f by a fraction of about σ/(12η_f). A numerical solution read at σ = 0.05 η_f gives the coefficient as 0.166 for m = 2, against 1/6, and 0.249 for m = 1, against 1/4. Even the position of the edge can be estimated by carrying the two terms back to the surface. Setting f = 1 at σ = η_f for m = 2 gives η_f² (1 − 1/6) = 1, or η_f ≈ 1.095. The numerical value is 1.090.

In a semiconductor the power m can come from the Fermi level. Consider a donor A⁺ that moves by pairing with a vacancy V carrying m electrons, where m is now a positive integer:

A⁺ + V^(m−) ⇌ (AV)^((1−m)+).

Assume that the pairs are dilute and in local equilibrium, and that the neutral vacancies keep their equilibrium concentration. For a nondegenerate electron gas of density n, each captured electron contributes a factor n to the concentration of charged vacancies. The pair concentration is then

P = κ C n^m,

with a constant κ at fixed temperature. The pairs diffuse with diffusivity d_p and drift in the built-in electric field. If φ is the electrostatic potential, e the elementary charge and ψ = eφ/(kT), then n = n_i exp(ψ), where n_i is the intrinsic density. A pair of charge (1 − m)e has the flux

J = −d_p [∂P/∂x + (1 − m) P ∂ψ/∂x].

The two derivatives are

∂P/∂x = κ n^m [∂C/∂x + m (C/n) ∂n/∂x], ∂ψ/∂x = (1/n) ∂n/∂x.

The terms in m cancel, and the flux becomes

J = −d_p κ n^m [∂C/∂x + (C/n) ∂n/∂x].

Charge neutrality, n = C + p, and mass action, np = n_i², with p the hole density, give n² − Cn − n_i² = 0. The positive root is

n = C/2 + √(C²/4 + n_i²).

Differentiation of the quadratic gives (2n − C) dn/dC = n, and 2n − C = √(C² + 4n_i²). With D_i = d_p κ n_i^m, the donor diffusivity is therefore

D = D_i h (n/n_i)^m, h = 1 + C/√(C² + 4n_i²).

The factor h expresses the pull of the built-in field. It rises from 1 at low doping to 2 at high doping. For C ≫ n_i the electron density approaches C, and

D → 2D_i (C/n_i)^m.

This is the required power law, with D₀/C₀^m = 2D_i/n_i^m. For C ≪ n_i, however, D tends to D_i and not to zero. Material without dopant still contains its intrinsic electrons, so in this model the exponent 1/m describes the part of the front above n_i, and the last part must be treated separately.

That last part can be found in closed form for m = 2. Let y = n/n_i, so that C/n_i = y − 1/y. Over the thin front J/C is nearly constant, and v ds = D dC/C. Since h dC/C = dC/C + dn/n,

v ds/D_i = y² (dC/C + dy/y).

The two terms in the bracket are

dC/C = (y² + 1) dy/[y(y² − 1)], dy/y = (y² − 1) dy/[y(y² − 1)],

and their sum is 2y dy/(y² − 1). Thus

v ds/D_i = 2y³ dy/(y² − 1) = [2y + 2y/(y² − 1)] dy,

v s/D_i = y² + ln(y² − 1) + constant.

At high concentration the term y² dominates and restores C² ∝ s. At low concentration y² − 1 ≈ C/n_i, and the logarithm gives C ∝ exp(v s/D_i). Since s is negative ahead of the former edge, this is a tail that decays into the material over the length D_i/v.

The change from one form to the other can be followed through the local length C/(∂C/∂s). For C ∝ s^p this length is s/p, so its derivative with respect to s is the inverse exponent 1/p. In the front it is D/v, and

d(D/v)/ds = (1/v)(dD/dC)(dC/ds) = d ln D/d ln C.

The apparent inverse exponent is thus the local power of the diffusivity. It is 2 for C ≫ n_i and falls to 0 in the exponential tail.

For a worked example take m = 2 with

n_i = 2×10¹⁸ cm⁻³, C_s = 2×10¹⁹ cm⁻³, D_i = 3×10⁻¹⁶ cm²/s,

at 600 °C for t = 3600 s. These are rounded values in the rough regime of phosphorus in germanium, not a fit to measured profiles. The power law gives the surface diffusivity

D_s = 2 × 3×10⁻¹⁶ × 10² = 6×10⁻¹⁴ cm²/s = 6 nm²/s.

The diffusion length is √(6 × 3600) nm = 147 nm, and the edge lies at

x_f = 1.090 × 147 nm ≈ 160 nm = 0.16 μm.

Its speed is v = 160/(2 × 3600) nm/s ≈ 0.022 nm/s. In terms of the surface values, the edge law for m = 2 reads

C = C_s √(2 v s/D_s).

At s = 10 nm, with v = 0.0223 nm/s, the quantity under the root is 2 × 0.0223 × 10/6 = 0.074, so C = 0.27 C_s = 5.4×10¹⁸ cm⁻³. At 40 nm the law gives 1.09×10¹⁹ cm⁻³, and the full power-law profile has 1.07×10¹⁹ cm⁻³. At 80 nm, halfway to the surface, the values are 1.54×10¹⁹ and 1.48×10¹⁹ cm⁻³. The law is then 4 % above the profile, as the next term predicts: (1/12)(80/160) ≈ 0.04.

The intrinsic floor changes the profile mainly near the edge. At the position 10 nm behind the ideal edge it raises the concentration from 5.4×10¹⁸ to 5.8×10¹⁸ cm⁻³, while at 40 nm the change is about half a percent. The depth at which C = n_i moves from 159 to 163 nm. The tail length D_i/v is 1.3 nm, and the closed form, with the speed v = 0.0226 nm/s of the level C = n_i, gives 11.3 nm for the distance over which C falls from 2n_i to 0.1n_i, against 11.1 nm in the numerical profile. The local inverse exponent of that profile is 1.87 at C = 3n_i, 1.16 at n_i and 0.43 at 0.3n_i; the corresponding values of d ln D/d ln C are 1.80, 1.14 and 0.42. A plot of C² against depth is therefore nearly straight only over a limited range. Below a few n_i the intrinsic floor bends it, and toward the surface the next term of the expansion reduces its slope, to about three quarters of the edge-law value at C = 9n_i as long as degeneracy is neglected.

Local neutrality also fails near the edge. The intrinsic Debye length, √(ε kT/(2e²n_i)) with ε the permittivity, is 4.1 nm for a relative permittivity of 16. This is longer than the tail length just found, so the neutral model cannot be trusted for the details of the tail. Solving Poisson's equation with the donors fixed in the ideal edge profile gives n = 1.41 n_i at the edge itself, where there are no donors: electrons spill forward from the doped side. The donor charge left unbalanced is 5 % of the local donor charge at s = 10 nm and 1 % at 20 nm. The effect of this spill on the diffusion is not included. Judged by the intrinsic floor and the unbalanced charge alone, the square-root law begins to describe the front roughly 10 nm behind the edge. How far it holds toward the surface depends on the next term of the expansion and on degeneracy.

A larger change comes from the high-concentration side. With a conduction-band effective density of 5×10¹⁹ cm⁻³, the electrons at the surface are partly degenerate. Pairing depends on the Fermi level through exp(ψ), which then exceeds n/n_i. With C_s held fixed and ψ counted from the nondegenerate intrinsic level, Fermi–Dirac statistics raise the surface diffusivity by a factor of 1.42 and the depth at C = n_i from 163 to 183 nm, or by 12 %. A uniform factor of 1.42 would have lengthened the profile by √1.42 − 1 = 19 %; the actual shift is smaller because the enhancement fades as the concentration drops. For the same reason its direct effect on the diffusivity weakens toward the edge, while the deeper penetration also means a higher speed v. This choice of reference also raises the diffusivity of undoped material by 1.4 %; with n_i and D_i held exactly fixed, the factor is 1.38 and the depth 180 nm. The density 5×10¹⁹ cm⁻³ counts only the L valleys of germanium. The Δ valleys, about 0.18 eV higher, take up part of the electrons at 600 °C; counting them lowers the factor to roughly 1.17 and the depth to about 171 nm.

Set beside phosphorus in germanium, the example describes a long furnace anneal with an unlimited surface source. An implanted layer, by contrast, holds a finite dose, so C_s falls with time. The edge law can still be used in that case, with the speed at the moment considered, provided that the edge advances and a range of concentrations well above n_i remains. Real layers may also break the assumption of equilibrium vacancies, since implantation damage and nearby surfaces supply or remove them. Donor clustering lowers the mobile and electrically active fraction, and band-gap narrowing raises the effective n_i at high doping. These three effects are left out, and their size cannot be given without further data. Of the effects evaluated here, degeneracy moves the depth most, so the 160 nm of the simple model should be read as uncertain by at least some 10 to 20 nm, depending on the conduction-band valleys counted.

Within these limits the edge can be used to find the diffusivity. For m = 2 the slope of C² with distance behind the edge is 2vC₀²/D₀. If the edge depth is known at two nearby times of the same anneal, v follows from their difference, and the slope then gives D₀/C₀² without knowledge of the surface concentration. The conditions are the ones met above: the fit must stay above a few n_i and outside the space-charge region, yet close enough to the edge for the next term to be small. In the example, the law and the profile with the intrinsic floor agree to within 2 % in concentration at 20 and at 40 nm behind the edge. The two deviations have opposite signs, however, so the slope of C² between these points is about 9 % below the law, and D₀/C₀² would come out about a tenth too large. With degeneracy included, the same reading, taken from the deeper edge and with its higher speed, gives a value 25 to 30 % too large, or nearly 20 % if the Δ valleys are counted. The numerical output gives the remaining values.

Computed values

```
Direct time stepping, growing surface value (dimensionless)
m=0.5: exponent 2.029, 1/m 2.000, slope/(m v) 1.000
m=1.0: exponent 1.000, 1/m 1.000, slope/(m v) 0.999
m=2.0: exponent 0.498, 1/m 0.500, slope/(m v) 0.998
Constant surface concentration (dimensionless)
m=0.5: eta_f 2.4071, correction coefficient 0.3296, formula 0.3333
m=1.0: eta_f 1.6161, correction coefficient 0.2493, formula 0.2500
m=2.0: eta_f 1.0903, correction coefficient 0.1663, formula 0.1667
m=3.0: eta_f 0.8706, correction coefficient 0.1248, formula 0.1250
Example: rough regime of P in Ge, m = 2
temperature 873.15 K, anneal 3600 s
n_i 2.0e+18 cm^-3, Cs 2.0e+19 cm^-3
D_i 3.0e-16 cm^2/s, Ds 6.0e-14 cm^2/s
length sqrt(Ds t) 147.0 nm
edge depth 160.2 nm = 0.1602 um
edge speed 0.0223 nm/s
s=10 nm: law 5.447e+18, power-law profile 5.419e+18, with floor 5.826e+18 cm^-3
s=20 nm: law 7.704e+18, power-law profile 7.624e+18, with floor 7.805e+18 cm^-3
s=40 nm: law 1.089e+19, power-law profile 1.067e+19, with floor 1.072e+19 cm^-3
s=80 nm: law 1.541e+19, power-law profile 1.477e+19, with floor 1.477e+19 cm^-3
distance from C=2n_i to 0.1n_i: profile 11.13 nm, formula 11.34 nm
tail length D_i/v 1.33 nm
C=0.3 n_i: inverse exponent 0.43, dlnD/dlnC 0.42
C=1.0 n_i: inverse exponent 1.16, dlnD/dlnC 1.14
C=3.0 n_i: inverse exponent 1.87, dlnD/dlnC 1.80
band density used 5.0e+19 cm^-3
degeneracy: surface diffusivity x 1.418
depth at C=n_i, power law: 158.9 nm
depth at C=n_i, with floor: 162.9 nm
depth at C=n_i, floor and degeneracy: 182.6 nm
relative permittivity 16, Debye length 4.08 nm
potential decay length ahead of edge 4.08 nm
n/n_i at the edge itself 1.41
unbalanced donor charge at s=10 nm: 5.09 %
unbalanced donor charge at s=20 nm: 1.03 %
```
